# Why Born-Oppenheimer products lose the electronic magnetic moment in vibrational circular dichroism

**Question**

I am trying to compute a vibrational circular dichroism (VCD) intensity from Born-Oppenheimer wavefunctions \(\psi_0(\mathbf r;\theta)\chi_v(\theta)\), where \(\theta\) is a vibrational coordinate. The electric transition dipole comes out sensibly. For the magnetic one, the electronic contribution is zero whenever \(\psi_0\) is real.

Does this mean that only the nuclei contribute to the magnetic moment of a vibrational transition? I have seen one treatment that perturbs the electrons by the nuclear velocity and another that perturbs them by a magnetic field. If something is missing, which of these supplies it, or must I add both? And how can such good wavefunctions fail here at all?

**Answer**

The zero is a correct property of the product wavefunction, but not of the molecule. Electrons that follow moving nuclei carry a current, and the product leaves that current out. The two perturbations give the same missing term, so you use one or the other.

I use SI units, electron charge \(-e\), and the orbital magnetic moment \(\mathbf m_{\rm el}=-(e/2m_e)\mathbf L\). Below, \(m\) and \(L\) are components along a fixed axis \(z\). The nuclear coordinate is an angle \(\theta\) with inertia \(J\) and momentum \(P=-i\hbar\,\partial_\theta\). The quantity that fixes the VCD intensity is the rotational strength

\[
R=\mathrm{Im}\left(\langle0|\boldsymbol\mu|1\rangle\cdot\langle1|\mathbf m|0\rangle\right),
\]

where 0 and 1 are vibrational levels of the same electronic state.

**Where the zero comes from**

Without spin-orbit coupling or an external magnetic field, the electronic Hamiltonian is real. If \(\psi_0\) is an eigenfunction, so is \(\psi_0^*\), with the same energy. If the level is non-degenerate, the two are proportional and the phase can be chosen to make \(\psi_0\) real.

The operator \(L=-i\hbar(x\partial_y-y\partial_x)\) is \(i\) times a real operator, so \(\langle\psi_0|L|\psi_0\rangle\) is imaginary. It is also real, because \(L\) is Hermitian. Hence it vanishes at every \(\theta\), and

\[
\langle\psi_0\chi_0|m_{\rm el}|\psi_0\chi_1\rangle
=\int\chi_0^*\,\langle\psi_0|m_{\rm el}|\psi_0\rangle\,\chi_1\,d\theta=0 .
\]

Non-degeneracy matters. In a round two-dimensional harmonic trap, the two states with one quantum can be combined into states with \(L=\pm\hbar\), although the Hamiltonian is real.

The same argument kills the electronic momentum, and there the result is visibly inconsistent. For one electron in a potential that depends on positions only, \([H,z]=-i\hbar p_z/m_e\). Taking this between exact vibronic eigenstates with energies \(\mathcal E_0,\mathcal E_1\) gives

\[
\langle0|p_z|1\rangle=\frac{i m_e}{\hbar}(\mathcal E_0-\mathcal E_1)\langle0|z|1\rangle .
\]

If the position element is nonzero, the momentum element must be too. The Born-Oppenheimer product gives a good value for the first and zero for the second: it moves the charge without a current.

**The correction due to nuclear velocity**

Let \(\psi_n(\mathbf r;\theta)\) be the real electronic eigenfunctions, with energies \(E_n(\theta)\) that include any potential depending on \(\theta\) alone. The nuclear kinetic energy acts on both factors of the product:

\[
\frac{P^2}{2J}\psi_0\chi=\psi_0\frac{P^2\chi}{2J}
-\frac{\hbar^2}{J}(\partial_\theta\psi_0)(\partial_\theta\chi)
-\frac{\hbar^2}{2J}(\partial_\theta^2\psi_0)\chi .
\]

Since \(-\hbar^2\partial_\theta\chi=-i\hbar P\chi\), the middle term is \(-i\hbar(\partial_\theta\psi_0)(P/J)\chi\). It contains the nuclear velocity operator \(P/J\).

Now write \(\Psi=\psi_0\chi+\sum_{n\neq0}\psi_n f_n(\theta)\) and project the Schrödinger equation onto \(\psi_n\). To first order in the derivative couplings,

\[
\left(\frac{P^2}{2J}+E_n-\mathcal E\right)f_n
=i\hbar d_n\frac PJ\chi+\frac{\hbar^2}{2J}s_n\chi,
\]

with \(d_n=\langle\psi_n|\partial_\theta\psi_0\rangle\) and \(s_n=\langle\psi_n|\partial_\theta^2\psi_0\rangle\). On the left, \(P^2/2J+E_0-\mathcal E\) acting on \(f_n\) gives terms of the size of vibrational quanta. I neglect them beside the electronic gap \(E_n-E_0\), so that

\[
f_n=\frac{1}{E_n-E_0}\left(i\hbar d_n\frac PJ\chi+\frac{\hbar^2}{2J}s_n\chi\right).
\]

For real \(\chi\) the velocity term is itself real, since \(i\hbar P\chi/J=\hbar^2\partial_\theta\chi/J\), so a stationary vibronic state stays real. The product lacks both admixtures of excited electronic states. The one weighted by the derivative of \(\chi\), rather than by \(\chi\) itself, gives the current between two levels.

To evaluate the magnetic element, put \(m_n=\langle\psi_0|m_{\rm el}|\psi_n\rangle\). This is imaginary, so \(\langle\psi_n|m_{\rm el}|\psi_0\rangle=m_n^*=-m_n\). To first order,

\[
\langle0|m_{\rm el}|1\rangle=\sum_{n\ne0}\int\left[\chi_0^*m_nf_n^{(1)}-f_n^{(0)*}m_n\chi_1\right]d\theta .
\]

The \(s_n\) terms are real multiples of \(\chi_1\) and \(\chi_0\), and they cancel. In the velocity terms, complex conjugation changes \(i\hbar\) to \(-i\hbar\) in \(f_n^{(0)*}\). This sign offsets the minus sign in the bracket, so the two terms add. Moving \(P\) from \(\chi_0\) to the right by Hermiticity gives

\[
\langle0|m_{\rm el}|1\rangle=\frac12\left\langle\chi_0\left|A\frac PJ+\frac PJA\right|\chi_1\right\rangle,
\]

\[
A=2i\hbar\sum_{n\neq0}\frac{\langle\psi_0|m_{\rm el}|\psi_n\rangle\langle\psi_n|\partial_\theta\psi_0\rangle}{E_n-E_0}.
\]

If \(A\) does not vary with \(\theta\), this is simply \(A\langle\chi_0|P/J|\chi_1\rangle\). With several Cartesian or normal nuclear coordinates the kinetic energy is a sum without cross terms, and each coordinate contributes such a term with its own mass.

**Why a magnetic field gives the same number**

Consider the electronic ground state at fixed nuclei in a small field \(B\) along \(z\). Its Hamiltonian is \(h-m_{\rm el}B+O(B^2)\), and first-order perturbation theory gives

\[
\partial_B\psi_0=\sum_{n\neq0}\psi_n\frac{\langle\psi_n|m_{\rm el}|\psi_0\rangle}{E_n-E_0}.
\]

Its overlap with \(\partial_\theta\psi_0\) contains the sum in \(A\), so \(A=2i\hbar\langle\partial_B\psi_0|\partial_\theta\psi_0\rangle\). For real \(\psi_n\) this overlap is imaginary. Writing it as \(iy\) gives \(A=-2\hbar y\), and exchanging bra and ket reverses the sign of the imaginary part:

\[
A=2\hbar\,\mathrm{Im}\langle\partial_\theta\psi_0|\partial_B\psi_0\rangle .
\]

No static magnetic field is applied in the VCD experiment described here. The field derivative, taken at \(B=0\), is a way to evaluate the sum without listing excited states. Adding it to the velocity correction would count the same current twice.

The imaginary part also does not depend on how the phase of \(\psi_0\) is chosen. If \(\psi_0\) is multiplied by \(e^{i\alpha(\theta,B)}\), the overlap gains

\[
i(\partial_B\alpha)\langle\partial_\theta\psi_0|\psi_0\rangle
-i(\partial_\theta\alpha)\langle\psi_0|\partial_B\psi_0\rangle
+(\partial_\theta\alpha)(\partial_B\alpha).
\]

Normalization makes both overlaps here imaginary, so all three terms are real.

**A model that can be solved**

Take one electron in a harmonic trap with frequencies \(\omega_x,\omega_y,\omega_z\). When the nuclei turn by \(\theta\) about \(z\), the \(x\) and \(y\) axes of the trap turn with them, and its centre moves to \(z=a\theta\). The motion is a screw, and its handedness is the sign of \(a\). The nuclei stay in their plane; the shift comes from a fixed chiral environment that enters through the potential. A further potential \(\frac12J\Omega^2\theta^2\) makes the motion a libration.

The turned and shifted ground state is

\[
\psi_0(\theta)=e^{-i\theta(L+ap_z)/\hbar}\psi_0(0),\qquad
\partial_\theta\psi_0=-\frac i\hbar(L+ap_z)\psi_0 ,
\]

because \(L\) and \(p_z\) commute. The trap energies do not depend on \(\theta\). The states reached by \(p_z\) have one quantum in \(z\), whereas those reached by \(L\) have none, so no cross term survives in \(A\). With \(2i\hbar(-i/\hbar)=2\),

\[
A=-\frac e{m_e}\sum_{n\neq0}\frac{|\langle\psi_n|L|\psi_0\rangle|^2}{E_n-E_0}.
\]

It suffices to evaluate this at \(\theta=0\). With \(b_x,b_y\) the lowering operators, \(x=\sqrt{\hbar/2m_e\omega_x}\,(b_x+b_x^\dagger)\) and \(p_x=i\sqrt{m_e\hbar\omega_x/2}\,(b_x^\dagger-b_x)\), and likewise for \(y\). Therefore

\[
L|00\rangle=(xp_y-yp_x)|00\rangle
=\frac{i\hbar}2\left(\sqrt{\frac{\omega_y}{\omega_x}}-\sqrt{\frac{\omega_x}{\omega_y}}\right)|11\rangle
=i\hbar\frac{\omega_y-\omega_x}{2\sqrt{\omega_x\omega_y}}|11\rangle .
\]

One state contributes, at energy \(\hbar(\omega_x+\omega_y)\) above the ground state. Hence

\[
A=-\frac e2G,\qquad
G=\frac{\hbar(\omega_y-\omega_x)^2}{2m_e\omega_x\omega_y(\omega_x+\omega_y)} .
\]

Since \(\langle x^2\rangle=\hbar/2m_e\omega_x\) and \(\langle y^2\rangle=\hbar/2m_e\omega_y\) along the trap axes, their difference and sum are \(\hbar(\omega_y\mp\omega_x)/(2m_e\omega_x\omega_y)\), and

\[
G=\frac{(\langle x^2\rangle-\langle y^2\rangle)^2}{\langle x^2\rangle+\langle y^2\rangle}.
\]

This is an effective squared radius of the electronic current. For a round cloud it vanishes, because turning the trap changes nothing. For a thin needle, \(\langle y^2\rangle\to0\), it tends to \(\langle x^2\rangle\), as for rigid rotation. In between, the cloud follows the trap with less angular momentum than a rigid body would have.

The linear momentum is restored by the same formula with \(m_{\rm el}\) replaced by \(p_z\). Its coefficient is

\[
2a\,\frac{|\langle1_z|p_z|0_z\rangle|^2}{\hbar\omega_z}
=2a\,\frac{m_e\hbar\omega_z/2}{\hbar\omega_z}=m_ea,
\]

so the electron has momentum \(m_e\) times the velocity \(aP/J\) of the trap centre.

**The rotational strength**

Place two nuclear charges \(+e/2\), each with mass \(M\), at opposite ends of a rod, at distance \(d\) from the axis. Then \(J=2Md^2\), and their magnetic moment is

\[
m_{\rm nuc}=\frac12\cdot2\cdot\frac e2\,d^2\frac PJ=\frac{ed^2}2\frac PJ .
\]

Their in-plane dipoles cancel and they do not move along \(z\), so the transition dipole is \(-ea\theta_{01}\) from the electron. For the harmonic libration, \(\theta_{01}=\sqrt{\hbar/2J\Omega}\) and \(\langle\chi_1|P/J|\chi_0\rangle=i\Omega\theta_{01}\). Therefore

\[
R=-ea\theta_{01}\cdot\frac e2(d^2-G)\Omega\theta_{01}
=-\frac{e^2a}{2}(d^2-G)\frac{\hbar}{2J}.
\]

Pure Born-Oppenheimer products give the same expression without \(G\). The result is not zero: it is the rotational strength of nuclei whose magnetic moment is not screened by the electron. For \(0<G<d^2\) it is too large in this model; for \(G>d^2\) it even has the wrong sign. The nuclear-only value is unambiguous here only because the two nuclear currents cancel; in a general molecule the nuclear moment alone changes with the choice of origin, and so does the uncorrected \(R\). Reversing \(a\) reverses \(R\), and \(a=0\) gives none.

**Numbers**

Choose trap quanta of 4, 12 and 8 eV along \(x,y,z\), \(a=0.20\) Å/rad, \(d=0.70\) Å, nuclei of 10 u each, and a libration at 1000 cm⁻¹, which is 0.124 eV. These are round model parameters, not those of a particular molecule.

The second moments are 0.9525 and 0.3175 Å², so

\[
G=\frac{(0.9525-0.3175)^2}{0.9525+0.3175}\ \text{Å}^2=0.3175\ \text{Å}^2,
\qquad d^2=0.4900\ \text{Å}^2 .
\]

The electron cancels \(G/d^2=65\,\%\) of the nuclear magnetic moment. The ratio of the uncorrected to the corrected rotational strength should be \(0.4900/(0.4900-0.3175)=2.84\).

For comparison, I diagonalized the complete Hamiltonian of this model, electron and nuclei together. The basis consisted of products of oscillator functions fixed in space, so no electronic state was assumed to follow the nuclei. The transition moments from its two lowest states are:

- electric: \(\mu_{01}=-1.329\times10^{-31}\) C m;
- nuclear magnetic: \(m_{10}/i=3.067\times10^{-27}\) J/T;
- electronic magnetic: \(m_{10}/i=-1.987\times10^{-27}\) J/T.

The sum of the magnetic moments is \(1.080\times10^{-27}\) J/T, and

\[
R=(-1.3293\times10^{-31})(1.0800\times10^{-27})
=-1.436\times10^{-58}\ \text{C m J/T},
\]

or \(-4.30\times10^{-44}\) esu² cm². The formula for \(R\) gives \(-1.435\times10^{-58}\) C m J/T. Born-Oppenheimer products give \(-4.08\times10^{-58}\) C m J/T, too large by a factor of 2.84. The dissymmetry factor \(4R/(c\mu_{01}^2)\), with \(c\) the speed of light, is \(-1.08\times10^{-4}\) with the electronic moment and \(-3.08\times10^{-4}\) without it.

**How a good wavefunction can miss all of it**

The Born-Oppenheimer ground product lacks a weight of only \(4.3\times10^{-8}\) of the full ground state. Its position element for the electron is \(8.295\times10^{-3}\) Å, against \(8.297\times10^{-3}\) Å from the full calculation. By these measures it is excellent.

The magnetic moment, however, is linear in the missing amplitude, while the weight is quadratic. For the state \(|11\rangle\), the coupling has size \(|d_n|=(12-4)/(2\sqrt{48})=0.577\), and the gap is 16 eV. With \(\theta_{01}=0.0415\), the admixed amplitude is

\[
\frac{0.577\times0.124\ \text{eV}\times0.0415}{16\ \text{eV}}=1.856\times10^{-4}.
\]

The element of \(L\) to that state is \(0.577\hbar\), and the two cross terms add:

\[
2\times0.577\hbar\times1.856\times10^{-4}=2.14\times10^{-4}\hbar .
\]

This is the whole electronic angular momentum of the transition; the full diagonalization gives \(2.142\times10^{-4}\hbar\). It is small beside \(\hbar\), but it competes with a nuclear moment that is equally small: \(3.31\times10^{-4}\) Bohr magneton, against \(-2.14\times10^{-4}\) from the electron.

**When the correction itself becomes inaccurate**

The derivation requires electronic gaps that are large compared with vibrational quanta. In this example the formula for \(L\) differs from the full result by 0.023 %, relative to the formula. Reducing \(J\) by 10 and by 100, with the force constant unchanged, raises the difference to 0.22 % and 1.9 %.

This growth, close to \(1/J\), is what power counting suggests. Keeping the vibrational energies on the left side, the part of \(f_n^{(1)}\) along \(\chi_0\) has denominator \(\text{gap}-\hbar\Omega\) and the part of \(f_n^{(0)}\) along \(\chi_1\) has \(\text{gap}+\hbar\Omega\). In the sum of the two cross terms the linear corrections cancel, so the neglected frequency dependence enters as \((\hbar\Omega/\text{gap})^2\). Terms beyond first order in the derivative couplings, which the derivation dropped, enter as \((\hbar^2/J)/\text{gap}\). They involve couplings among the excited electronic states as well as couplings to the ground state; their coefficient is not derived here. At fixed force constant both scale as \(1/J\). In the example the first is \((0.124/16)^2=6\times10^{-5}\) and raises \(L\), whereas the full \(L\) lies \(2.3\times10^{-4}\) below the formula. The second term therefore dominates and has the opposite sign: \((\hbar^2/J)/\text{gap}=2.7\times10^{-5}\), with a coefficient of about \(-11\).

Near an electronic degeneracy the denominators become small and the expansion fails; the coupled electronic states must then be treated together. With spin-orbit coupling \(\psi_0\) need not be real, but for a non-degenerate level time-reversal symmetry still makes \(\langle\psi_0|L|\psi_0\rangle\) vanish. An applied magnetic field breaks that symmetry, and the zero is then no longer guaranteed. For an ordinary non-degenerate ground state with large gaps, keep the Born-Oppenheimer electric dipole and the nuclear magnetic moment, and add the electronic term \(A\) once, by whichever of the two routes is easier to compute. In a finite atom-centred basis the sum over states is incomplete by either route. For a hydrogen atom moved rigidly, the momentum coefficient should be \(m_e\) but is \(0.39\,m_e\) in cc-pVDZ and \(0.99\,m_e\) in aug-cc-pVTZ. The electronic current then fails to cancel the nuclear one, and \(A\) and \(R\) depend on the origin. Basis convergence and origin dependence must therefore be checked, or field-dependent (London) orbitals used.
